# Thermal enhancement of tunnelling currents and the crossover to thermionic emission, part 2

Electrons leave a hot free-electron metal through a barrier in a strong field. How does the current depend on temperature $T$ when the slope $c$ of the barrier exponent varies with energy?

The normal energy $E$ is measured from the Fermi level. Energies are in eV, lengths in nm. The electron has mass $m$ and charge magnitude $e$, and $\kappa=\sqrt{2m}/\hbar$. With supply $N(E)=kT\ln(1+e^{-E/kT})$ and transmission $D(E)$, the current density is $J=(em/2\pi^2\hbar^3)\int ND\,dE$; $J(0)$ is its cold value.

For $D=D_Fe^{cE}$, with $D_F$ the transmission at the Fermi level,

$$\frac{J(T)}{J(0)}=\frac{\pi ckT}{\sin(\pi ckT)},\qquad ckT<1 .$$

This is "the factor"; its pole is at $ckT=1$. At zero temperature $\int N e^{cE}dE=1/c^2$.

For a barrier that saturates at a top $B$, $D(E)=1/(1+e^{c(B-E)})$, and with $q=ckT$

$$c^2\!\int ND\,dE\simeq e^{-cB}\frac{\pi q}{\sin\pi q}+q^2e^{-B/kT}\frac{\pi/q}{\sin(\pi/q)},\qquad \tfrac12<q<2 .$$

The second term is thermionic; its integral converges for $q>1$. At $ckT=1$ the sum gives $J(T)/J(0)=1+cB$.

The image-rounded barrier is

$$V(x)=\varphi-Fx-\frac ax,\qquad a=\frac{e^2}{16\pi\varepsilon_0},$$

with work function $\varphi$ and force $F$ ($e$ times the field). Its top is at $x_0=\sqrt{a/F}$, with height $E_t=\varphi-\Delta$, $\Delta=2\sqrt{aF}$. In the WKB approximation $D=1/(1+e^G)$, with

$$G(E)=2\kappa\int_{x_1}^{x_2}\sqrt{V(x)-E}\;dx ,$$

where $x_1,x_2$ are the turning points. The slope $c(E)=-dG/dE$ is

$$c(E)=\kappa\int_{x_1}^{x_2}\frac{dx}{\sqrt{V-E}} .$$

With $z=(\varphi-E)/\Delta$, so that the top is at $z=1$,

$$c(E)=c_{\rm top}P(z),\qquad c_{\rm top}=\pi\kappa\sqrt{\frac{x_0}{F}},\qquad P(z)=\frac1\pi\int_0^\pi\sqrt{z-\sqrt{z^2-1}\cos\theta}\;d\theta .$$

Here $P(1)=1$ and $c_{\rm top}=2\pi/\hbar\omega$, where $m\omega^2=-V''(x_0)$.

An earlier example, the vacuum gap, is a rectangular barrier with $\varphi=4.2$ eV, width $d=0.6$ nm, bias 0.1 V, at 300 K. It has $c=\kappa d/\sqrt\varphi=1.500\ \text{eV}^{-1}$.

## Why c falls towards the top

Write $z=\cosh u$ and $w=\cosh u-\sinh u\cos\theta$, so that $P$ is the average of $w^\nu$ over $\theta$ with $\nu=\tfrac12$. Subscripts denote derivatives. Direct calculation gives $w_{uu}=w$ and $w_u^2=w^2-\sin^2\theta$. Therefore

$$\frac{1}{\sinh u}\left(\sinh u\,(w^\nu)_u\right)_u=\nu^2w^\nu+\nu w^{\nu-1}w_u\coth u-\nu(\nu-1)w^{\nu-2}\sin^2\theta .$$

The last term can be rewritten with

$$\left(\nu w^{\nu-1}\sin\theta\right)_\theta=\nu(\nu-1)w^{\nu-2}\sinh u\sin^2\theta+\nu w^{\nu-1}\cos\theta .$$

It equals $\nu w^{\nu-1}\cos\theta/\sinh u$ minus a total $\theta$ derivative divided by $\sinh u$. The terms in $w^{\nu-1}$ combine, because

$$w_u\coth u+\frac{\cos\theta}{\sinh u}=\cosh u-\frac{\cosh^2u-1}{\sinh u}\cos\theta=w .$$

The total derivative integrates to zero, since $\sin\theta$ vanishes at both ends. What remains is $\nu^2+\nu=\tfrac34$ times $w^\nu$. As $d/du=\sinh u\,d/dz$, the result is Legendre's equation

$$\frac{d}{dz}\left[(z^2-1)\frac{dP}{dz}\right]=\frac34P .$$

Integrate it from $1$ to $z$: $(z^2-1)P'(z)=\tfrac34\int_1^zP\,dz'$. The right side is positive, so $P'>0$. Since $z$ decreases as $E$ rises, $c$ falls steadily from the Fermi level to the top. The same integral gives the exponent. With $dE=-\Delta\,dz$ and $G(E_t)=0$,

$$G(E)=\int_E^{E_t}c\,dE'=c_{\rm top}\Delta\int_1^zP\,dz'=\frac43\,c_{\rm top}\Delta\,(z^2-1)P'(z).$$

Above the top $G$ is continued as the straight line $c_{\rm top}(E_t-E)$.

## Two crossover temperatures

Between the Fermi level and the top, and away from both, the integrand $ND$ is proportional to $e^{-E/kT-G(E)}$. Its logarithm has slope $c(E)-1/kT$ and, because $c$ falls, negative curvature. There is a maximum where

$$c(E^*)=\frac1{kT}.$$

Write $c_F$ for $c$ at the Fermi level. A solution between the Fermi level and the top exists for $c_{\rm top}<1/kT<c_F$. This separates three regimes:

- For $kT$ well below $1/c_F$ the emission stays near the Fermi level. This is field emission, thermally enhanced.
- For $1/c_F<kT<1/c_{\rm top}$ the maximum climbs the barrier. This is thermal-field emission.
- For $kT$ well above $1/c_{\rm top}$ the emission is centred near the top. This is thermionic emission, with some tunnelling just below the top.

The pole of the enhancement factor is at the first boundary. It marks the departure from the Fermi level, and coincides with the onset of thermionic emission if $c$ is constant. The boundaries are not sharp, because the maximum is broad.

## How the factor fails, and the value at the pole

Near the Fermi level expand $\ln D\approx-G_F+c_FE-\tfrac12gE^2$, with $G_F=G(0)$ and

$$g=-\frac{dc}{dE}\bigg|_{0}=\frac{c_{\rm top}P'(\varphi/\Delta)}{\Delta}>0 .$$

As long as it ends below the barrier top, the tail above the Fermi level is now $e^{-(1/kT-c_F)E-gE^2/2}$. The linear term controls it if $1/kT-c_F\gg\sqrt g$. Equality gives the temperature at which the factor has plainly failed:

$$kT_{\rm fail}=\frac{1}{c_F+\sqrt g}.$$

At this temperature the curvature reduces the tail integral to a fraction $\int_0^\infty e^{-u-u^2/2}du=0.66$ of its value for the linear exponent.

At the pole itself, $kT=1/c_F$, put $x=c_FE$. Then

$$\frac{J}{J(0)}\approx\int_{-\infty}^\infty W(x)\,e^{-gx^2/2c_F^2}\,dx,\qquad W(x)=e^x\ln(1+e^{-x}).$$

$W$ tends to one for large $x$. Integration by parts gives $\int_{-\infty}^XW\,dx=W(X)+\ln(1+e^X)$, which tends to $1+X$. So $W$ acts as a unit step at $x=0$ plus a localized piece of total weight one. If $g\ll c_F^2$ the Gaussian is close to one over the localized piece. If the energy width $1/\sqrt g$ is also well below the height $E_t$ of the top, the step gives half a Gaussian integral:

$$\frac{J}{J(0)}\bigg|_{c_FkT=1}\approx1+c_F\sqrt{\frac{\pi}{2g}} .$$

The energy width set by the curvature has taken the place of the height $B$ in $1+cB$.

## Above the second temperature

For $kT>1/c_{\rm top}$ use the second term of the saturating barrier, with $B=E_t$ and $q_t=c_{\rm top}kT$:

$$J\approx A T^2e^{-E_t/kT}\,\frac{\pi/q_t}{\sin(\pi/q_t)},\qquad A=\frac{emk^2}{2\pi^2\hbar^3}=120.17\ \text{A cm}^{-2}\text{K}^{-2}.$$

Without the last factor this is the Richardson–Schottky current. The factor tends to one at high temperature and diverges as $q_t\to1$ from above. That pole too is an artefact: it arises because the Boltzmann supply and the constant slope $c_{\rm top}$ are both extended downward without limit. In fact $N=kT\ln(1+e^{-E/kT})$ is always smaller than $kT\,e^{-E/kT}$, and below the top $c$ is larger than $c_{\rm top}$, so that $D$ is smaller. For both reasons the expression overestimates the current of this model.

## Worked example: a hot tantalum tip

Take round values in the regime of a tantalum field emitter: $\varphi=4.2$ eV and a field of 30 MV/cm, so $F=3$ eV/nm. The barrier lowering is $\Delta=2.078$ eV, and the top lies at $E_t=4.2-2.078=2.122$ eV, at 0.346 nm from the surface. The slopes are $c_F=7.302$ eV$^{-1}$ and $c_{\rm top}=2\pi/(1.149\ \text{eV})=5.469$ eV$^{-1}$, and the curvature is $g=0.767$ eV$^{-2}$. Since $c_{\rm top}P'=g\Delta$, the exponent follows as

$$G_F=\frac43\,g\,(\varphi^2-\Delta^2)=\frac43(0.767)(17.64-4.32)=13.6 .$$

The three characteristic temperatures are

$$T_{\rm fail}=1419\ \text{K},\qquad \frac{1}{kc_F}=1589\ \text{K},\qquad\frac1{kc_{\rm top}}=2122\ \text{K}.$$

The cold current density is 351 A/cm². The linear exponent would give 366 A/cm². The curvature lowers it by $\tfrac12g\langle E^2\rangle$ to first order, and with $\langle E^2\rangle=c_F^2\int_{-\infty}^0(-E)E^2e^{c_FE}dE=6/c_F^2$ this is $3g/c_F^2=4.3\,\%$, close to the computed 4.0 %.

The integral over energy, with the field and work function held fixed, gives:

| $T$ (K) | $J/J(0)$, factor | $J/J(0)$, computed | mean $E$ (eV) |
|---|---|---|---|
| 300 | 1.061 | 1.064 | −0.25 |
| 600 | 1.280 | 1.290 | −0.19 |
| 1000 | 2.15 | 2.16 | −0.02 |
| 1419 | 8.5 | 6.0 | 0.41 |
| 1589 | pole | 10.9 | 0.68 |
| 2122 | – | 97 | 1.39 |
| 3000 | – | 1940 | 1.89 |

At 300, 600 and 1000 K the factor agrees with the integral within one percent. At $T_{\rm fail}$ the computed value is 0.71 of the factor. The part of the integral above the Fermi level falls to 0.62 of its value for the linear exponent, near the estimate 0.66. The part below, about a sixth of the total, falls only to 0.97. Together these give 0.68, and division by the 4 % lower cold current raises the ratio to 0.71.

At the pole the curvature estimate is $1+7.302\sqrt{\pi/(2\times0.767)}=11.45$. The computed 10.9 is 5 % lower. The estimate omits the change of $g$ with energy, the saturation at the top and the small correction to $J(0)$; their shares have not been separated.

The maximum of $ND$ lies at 0.35 eV at 1589 K, and not at the Fermi level. There $N$ falls less steeply than $e^{-E/kT}$, which pushes the maximum upward. At 2122 K it lies at 1.67 eV, below the top, because the saturation of $D$ reduces its logarithmic slope from $c$ to $c(1-D)$. The two boundaries therefore label a gradual passage.

At 3000 K, $kT=0.2585$ eV and $q_t=1.414$. The Richardson–Schottky current is

$$120.17\,(3000)^2\,e^{-2.1216/0.25852}=2.95\times10^5\ \text{A/cm}^2 .$$

The current computed with the WKB transmission is $6.82\times10^5$ A/cm², larger by a factor 2.31. The tunnelling factor predicts $(\pi/q_t)/\sin(\pi/q_t)=2.79$, an overestimate by about a fifth, in the direction expected. The mean energy of 1.89 eV is still below the top, so tunnelling has not ceased to matter.

## What the model leaves out

**Transmission.** A numerical solution of the Schrödinger equation for the same barrier, with an assumed band depth of 8 eV, and with the image potential cut off flat at the band bottom, gives a cold current 0.993 times the WKB one. This closeness to one depends on the assumed depth: the ratio is 1.25 for 5 eV and 0.72 for 15 eV. The enhancement at 1000 K becomes 2.03 in place of 2.16, a reduction of 6 %, and it stays between 2.03 and 2.05 over that range of depths. The ratio of wave to WKB transmission is therefore smaller, on average, for the hotter electrons. The error grows with temperature: at 3000 K the wave solution gives about 1.4 times the Richardson–Schottky current, in place of the WKB value of 2.31. That ratio runs from 1.6 to 1.3 for band depths from 5 to 15 eV. For 8 eV the wave current is already 0.78 of the WKB one at the pole, 1589 K, and 0.65 of it at 2122 K. The rows of the table above 1000 K are thus results of the WKB model, and not accurate currents for this barrier.

**Work function.** An assumed rise of 0.1 eV multiplies the current at 1000 K by 0.48, close to $e^{-0.1c_F}$. If such a rise took place on heating from the cold state to 1000 K, it would nearly cancel the enhancement of 2.16. To isolate the thermal factor in a measurement, one must know how the work function changes with temperature.

**Tip curvature.** For a tip of radius $R=100$ nm, replace $Fx$ by $Fx/(1+x/R)$ and keep the planar image term. The transmission at the Fermi level falls to 0.82 of the planar value, and the pole moves from 1589 K to 1561 K.

**Space charge.** Electrons that cross a layer of thickness $R$ from rest in a uniform field take a time $\tau=\sqrt{2mR/F}$ and hold a charge $J\tau$ per unit area. The charge in this layer lowers the surface field by at most $J\tau/\varepsilon_0$, which is 0.5 % of the field at 3000 K. Charge farther out adds to this: for a sphere emitting in all directions towards a distant anode, the total reaches a few percent, about 3 % for an anode at 1 cm. A drop of 3 % in the field lowers the current at 3000 K by about 15 %.

**Shape of the tip.** The field pulls outward with a stress of 40 MPa, half of $\varepsilon_0$ times the field squared. The surface tension, taken roughly as 2.5 N/m, presses inward with $2\gamma/R=50$ MPa. The two are comparable. If the surface atoms are mobile, a fixed shape and a fixed field are then idealizations.

## The model beside a real emitter

A work function near 4.2 eV is a rough average for tantalum, and a field of a few volts per nanometre is in the usual range for field emission. With an emitting area of order $R^2=10^{-10}$ cm², the cold current density corresponds to some tens of nanoamperes. The row at 3000 K is near the melting point, roughly 3300 K, and is far from ordinary operation; it shows the limit of the model rather than a working condition. A real tip exposes facets with different work functions, and adsorbed atoms change them further. By the estimate above, 0.1 eV alone changes the current by a factor of two, far more than the error of the enhancement factor below 1000 K. The real band structure of tantalum, which replaces the free-electron supply, has not been sized here.

The pole temperature itself is less sensitive. Without the image term $c_F=\kappa\int dx/\sqrt{\varphi-Fx}=2\kappa\sqrt\varphi/F$. The vacuum gap of the first half gives $\kappa\sqrt\varphi=c\varphi/d=1.500\times4.2/0.6=10.5$ nm$^{-1}$, so $c_F\approx7.0$ eV$^{-1}$, within 5 % of the full value. In this approximation the pole temperature is proportional to $F/\sqrt\varphi$: at fixed work function, a stronger field keeps the emission at the Fermi level up to a higher temperature. The remaining currents and energies are in the numerical output.

## Table of computed values

```
work function (rough, assumed): 4.2 eV
field: 30 MV/cm
tip radius: 100 nm
barrier lowering: 2.078 eV
barrier top above Fermi level: 2.122 eV
position of barrier top: 0.346 nm
hbar omega at top: 1.149 eV
WKB exponent G at Fermi level: 13.629
c at Fermi level: 7.302 1/eV
1/c at Fermi level: 0.1369 eV
c at barrier top: 5.469 1/eV
g at Fermi level: 0.767 1/eV^2
energy width 1/sqrt(g): 1.142 eV
T where factor fails: 1419 K
computed/formula enhancement there: 0.707
T of the pole, c_F kT = 1: 1589 K
T of thermionic onset, c_top kT = 1: 2122 K
J(0) computed: 351.1 A/cm2
J(0) linear-exponent formula: 365.7 A/cm2
T=300 K: c_F kT=0.189, J=373.5 A/cm2
  J/J(0): formula 1.061, computed 1.064
  normal energy: mean -0.247 eV, peak -0.136 eV
T=600 K: c_F kT=0.378, J=452.9 A/cm2
  J/J(0): formula 1.280, computed 1.290
  normal energy: mean -0.193 eV, peak -0.116 eV
T=1000 K: c_F kT=0.629, J=757.6 A/cm2
  J/J(0): formula 2.152, computed 2.157
  normal energy: mean -0.024 eV, peak -0.048 eV
T=1419 K: c_F kT=0.893, J=2108 A/cm2
  J/J(0): formula 8.495, computed 6.002
  normal energy: mean 0.410 eV, peak 0.148 eV
T=1589 K: c_F kT=1.000, J=3834 A/cm2
  J/J(0): formula none, computed 10.918
  normal energy: mean 0.675 eV, peak 0.348 eV
T=2122 K: c_F kT=1.335, J=3.414e+04 A/cm2
  J/J(0): formula none, computed 97.236
  normal energy: mean 1.393 eV, peak 1.672 eV
T=2500 K: c_F kT=1.573, J=1.433e+05 A/cm2
  J/J(0): formula none, computed 408.122
  normal energy: mean 1.672 eV, peak 1.860 eV
T=3000 K: c_F kT=1.888, J=6.823e+05 A/cm2
  J/J(0): formula none, computed 1943.117
  normal energy: mean 1.889 eV, peak 1.976 eV
J/J(0) at pole, curvature estimate: 11.45
Richardson constant: 120.17 A/(cm2 K2)
Richardson-Schottky J at 3000 K: 2.951e+05 A/cm2
3000 K J/Schottky: computed 2.312, factor 2.794
constant-c barrier, cB=20: J/J(0) at pole 21.0000
gap 0.6 nm, 0.1 V, 300 K: c=1.500 1/eV
  excess: formula 0.248 %, computed 0.227 %
wave/WKB J(0), band depth 8 eV: 0.993
J/J(0) at 1000 K: wave 2.033, WKB 2.157
J ratio at 1000 K for +0.1 eV: 0.479
tip curvature: D_F ratio 0.822, pole T 1561 K
space-charge field drop at 3000 K: 0.500 %
field stress 39.8 MPa, capillary 50.0 MPa (rough 2.5 N/m)
```
